# Partial-wave truncation errors of singlet and triplet pair energies

Two electrons in an atom avoid each other, and their wave function is not smooth where they meet: it has a kink if it is nonzero at contact, and a kink in its gradient if it vanishes linearly there. An orbital basis must build this feature from products of smooth one-electron functions. Adding functions of higher angular momentum sharpens the description, but the correlation energy converges slowly. It converges faster for triplet pairs, whose spatial function already vanishes at contact. How fast does the error fall in each case, and should the two kinds of pair energy be extrapolated with the same law?

## The model and the meaning of truncation

Hartree atomic units are used. Take two $s$ electrons in an atom of nuclear charge $Z$. The zeroth-order Hamiltonian $H_0$ contains the kinetic energy and the nuclear attraction, and $1/r_{12}$ is the perturbation. The normalized, real spatial function $\phi(r_1,r_2)$ satisfies $H_0\phi=E_0\phi$. It is symmetric for a singlet and antisymmetric for a triplet. The first-order pair function $u$ and the second-order energy are

$$(H_0-E_0)u=\left(\varepsilon-\frac1{r_{12}}\right)\phi,\qquad E^{(2)}=\langle\phi|r_{12}^{-1}|u\rangle ,$$

where $\varepsilon=\langle\phi|r_{12}^{-1}|\phi\rangle$ and $\langle\phi|u\rangle=0$. With $\theta$ the angle between the position vectors, expand

$$u=\sum_l u_l(r_1,r_2)P_l(\cos\theta),\qquad \frac1{r_{12}}=\sum_l g_lP_l(\cos\theta),\qquad g_l=\frac{r_<^{\,l}}{r_>^{\,l+1}} .$$

The function $\phi$ has no angular dependence, and $H_0$ does not mix different $l$. The energy is therefore a sum of increments $e_l$. The angular integral of $P_l^2$ over both directions is $16\pi^2/(2l+1)$. With $\lambda=l+\tfrac12$,

$$e_l=\frac{8\pi^2}{\lambda}\int\!\!\int r_1^2r_2^2\,\phi\,g_l\,u_l\,dr_1dr_2 .\tag{1}$$

Truncation at $L$ keeps all radial functions for $l\le L$ and drops every higher wave. Suppose $e_l=-A\lambda^{-p}[1+O(\lambda^{-2})]$. The point $\lambda$ is the midpoint of the interval from $l$ to $l+1$, so $\lambda^{-p}$ is the midpoint estimate of an integral over that interval, with relative error of order $\lambda^{-2}$. Hence

$$E_L-E_\infty=-\sum_{l>L}e_l\simeq A\int_{L+1}^{\infty}x^{-p}dx=\frac{A}{p-1}(L+1)^{1-p}.\tag{2}$$

The task is to find $p=4$ for singlets and $p=6$ for triplets.

At large $l$ the factor $(r_</r_>)^l$ confines everything to $r_1\approx r_2$. Put $r_1=r+s/2$, $r_2=r-s/2$ and $k=\lambda/r$; the Jacobian is 1. Since $g_l=(r_<r_>)^{-1/2}(r_</r_>)^{\lambda}$ and $\ln(r_</r_>)=-|s|/r+O(|s|^3/r^3)$,

$$g_l\simeq\frac1r e^{-k|s|}.\tag{3}$$

The relevant separations are $|s|\sim r/\lambda$. Exchange symmetry leaves only even powers of $s$ in the relative corrections to the smooth factors $\phi$ and $r_1r_2$, so these start at order $s^2/r^2\sim\lambda^{-2}$. The neglected term $\lambda|s|^3/r^3$ in the exponent is of the same order. Near contact a singlet has $\phi\simeq\phi(r,r)$, and a triplet has $\phi\simeq s\,w(r)$.

## First derivation: from the cusp

The singular source $-\phi/r_{12}$ must be produced by the kinetic energy acting on $u$. Try $u\simeq c\,r_{12}\phi$. From $\nabla_i^2r_{12}=2/r_{12}$, $\nabla_1r_{12}=-\nabla_2r_{12}=\hat{\mathbf r}_{12}$ and $(H_0-E_0)\phi=0$, the product rule gives

$$(H_0-E_0)(c\,r_{12}\phi)=-c\left[\frac{2\phi}{r_{12}}+\hat{\mathbf r}_{12}\cdot(\nabla_1-\nabla_2)\phi\right].$$

For a singlet, $\phi$ is even under exchange, so its relative gradient vanishes at contact. The first term alone must equal $-\phi/r_{12}$, which gives $c=\tfrac12$.

For a triplet, $\phi$ is linear in $\mathbf r_{12}$ near contact. At fixed centre of the pair, $\nabla_1-\nabla_2$ is twice the gradient with respect to $\mathbf r_{12}$, so the second term is $2\phi/r_{12}$ to leading order. The bracket becomes $4\phi/r_{12}$, and $c=\tfrac14$.

The term $\varepsilon\phi$ is smooth. At fixed centre, exchange symmetry makes the expansion of $\phi$ in $\mathbf r_{12}$ proceed in steps of two powers, so the non-smooth source left uncancelled is two powers of $r_{12}$ above the one just cancelled. The kinetic energy must cancel it in the same way, so the remaining non-smooth part of $u$ is two powers of $r_{12}$ higher than the cusp term. To see what this costs, note that the $l$th Legendre coefficient contains a prefactor $\lambda$ and an angular integral over $\theta\,d\theta$ with $\theta\sim1/\lambda$. A term $r_{12}^n$ with odd $n$ therefore gives a coefficient of order $\lambda\cdot\lambda^{-2}\cdot\lambda^{-n}=\lambda^{-n-1}$. Two more powers of $r_{12}$ cost $\lambda^{-2}$.

The partial waves of $r_{12}$ follow from $r_{12}=r_{12}^2/r_{12}$, that is,

$$r_{12}=(r_1^2+r_2^2-2r_1r_2\cos\theta)\sum_m g_mP_m .$$

The recursion $(2m+1)\cos\theta\,P_m=(m+1)P_{m+1}+mP_{m-1}$ shows that $P_l$ receives contributions from $m=l-1$ and $m=l+1$:

$$(r_{12})_l=(r_<^2+r_>^2)g_l-2r_<r_>\left[\frac{l\,g_{l-1}}{2l-1}+\frac{(l+1)g_{l+1}}{2l+3}\right].$$

Use $r_<r_>g_{l-1}=r_>^2g_l$ and $r_<r_>g_{l+1}=r_<^2g_l$, and collect terms:

$$(r_{12})_l=g_l\left[\frac{r_<^2}{2l+3}-\frac{r_>^2}{2l-1}\right]
=g_l\,\frac{\lambda(r_<^2-r_>^2)-(r_<^2+r_>^2)}{2(\lambda^2-1)} .$$

Here $r_<^2-r_>^2=-2r|s|$ and $r_<^2+r_>^2\simeq2r^2$. With equation (3),

$$(r_{12})_l\simeq-\frac{r}{\lambda^2}(1+k|s|)e^{-k|s|}.\tag{4}$$

Now insert $u_l\simeq c\,\phi\,(r_{12})_l$ in equation (1), with $r_1^2r_2^2\simeq r^4$. The limits of $s$ may be extended to infinity because the omitted part is exponentially small in $\lambda$.

For the singlet, $c=\tfrac12$ and

$$\int_{-\infty}^{\infty}(1+k|s|)e^{-2k|s|}ds=2\left(\frac1{2k}+\frac1{4k}\right)=\frac{3r}{2\lambda}.$$

The numerical factors combine as $8\cdot\tfrac12\cdot\tfrac32=6$:

$$e_l^{S}\simeq-\frac{6\pi^2}{\lambda^4}\int_0^\infty r^5\phi(r,r)^2dr .\tag{5}$$

For the triplet, $c=\tfrac14$ and $\phi^2=s^2w^2$. The extra $s^2$ changes the integral to

$$\int_{-\infty}^{\infty}s^2(1+k|s|)e^{-2k|s|}ds=2\left(\frac{2}{8k^3}+\frac{6k}{16k^4}\right)=\frac{5r^3}{4\lambda^3}.$$

The factors are now $8\cdot\tfrac14\cdot\tfrac54=\tfrac52$:

$$e_l^{T}\simeq-\frac{5\pi^2}{2\lambda^6}\int_0^\infty r^7w(r)^2dr .\tag{6}$$

Equation (2) turns these increments into errors proportional to $(L+1)^{-3}$ and $(L+1)^{-5}$. Physically, wave $l$ resolves separations of order $r/\lambda$. A triplet has little probability there, and the suppression $s^2\sim(r/\lambda)^2$ supplies two further powers.

## Second derivation: from the radial equation

This route makes no assumption about the form of $u$. Project the first-order equation on $P_l$ with $l\ge1$, and set $\chi=r_1r_2u_l$:

$$\left[-\frac12\partial_1^2-\frac12\partial_2^2+\frac{l(l+1)}2\left(\frac1{r_1^2}+\frac1{r_2^2}\right)-\frac Z{r_1}-\frac Z{r_2}-E_0\right]\chi=-r_1r_2g_l\phi .$$

The constant $\varepsilon$ enters the $l=0$ equation alone. Because $\partial_{1}=\tfrac12\partial_r+\partial_s$ and $\partial_2=\tfrac12\partial_r-\partial_s$, the kinetic part is $-\partial_s^2-\tfrac14\partial_r^2$. The source varies over $s\sim r/\lambda$, so $\partial_s^2$ is of order $\lambda^2$, as is the centrifugal term $\lambda^2/r^2=k^2$. The nuclear attraction, $E_0$ and $\partial_r^2$ do not grow with $\lambda$. To leading order, $r$ is a parameter:

$$(-\partial_s^2+k^2)\chi=-r\phi\,e^{-k|s|}.\tag{7}$$

Write the source as $-r\,a(r)f(s)$. For a singlet, $a=\phi(r,r)$ and $f=e^{-k|s|}$. For a triplet, $a=w$ and $f=s\,e^{-k|s|}$. Equation (1) contains $r_1r_2\phi g_l\simeq r\,a f$, so

$$e_l\simeq-\frac{8\pi^2}{\lambda}\int_0^\infty r^2a^2Q\,dr,\qquad
Q=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac{|\tilde f(q)|^2}{q^2+k^2}.\tag{8}$$

In Fourier space the inverse operator is simply $1/(q^2+k^2)$. With $\tilde f=\int f e^{-iqs}ds$, the transform of $e^{-k|s|}$ is $2k/(q^2+k^2)$. Multiplication by $s$ becomes $i\,d/dq$, which gives $-4ikq/(q^2+k^2)^2$ for the triplet.

The integrals $I_n=\int_{-\infty}^{\infty}(1+x^2)^{-n}dx$ are needed. Integration by parts gives

$$I_n=2n\int_{-\infty}^{\infty}\frac{x^2}{(1+x^2)^{n+1}}dx=2n(I_n-I_{n+1}),\qquad I_{n+1}=\frac{2n-1}{2n}I_n .$$

From $I_1=\pi$ follow $I_3=3\pi/8$ and $I_4=5\pi/16$. The first equality with $n=4$ gives $\int x^2(1+x^2)^{-5}dx=I_4/8=5\pi/128$. With $q=kx$,

$$Q_S=\frac{4k^2}{2\pi}\frac{I_3}{k^5}=\frac3{4k^3},\qquad
Q_T=\frac{16k^2}{2\pi}\frac1{k^7}\frac{5\pi}{128}=\frac5{16k^5}.$$

Substitute $k=\lambda/r$ in equation (8). The singlet prefactor is $8\cdot\tfrac34=6$ with $r^5/\lambda^4$; the triplet prefactor is $8\cdot\tfrac5{16}=\tfrac52$ with $r^7/\lambda^6$. These are equations (5) and (6), and the truncation laws follow again from equation (2).

## What each derivation assumes

Both derivations assume a complete radial space in every retained wave, an angle-independent $\phi$, and large $l$. Both also require a nonzero leading coefficient. A singlet function that vanishes at contact by symmetry has no $\lambda^{-4}$ term of this kind and falls outside the singlet law.

The first derivation assumes that $u$ near contact is the cusp term plus a smoother remainder. It needs no solution of the equation at high $l$. Its short-range argument can be carried over to interacting pair functions, whose singular Coulomb term must also be cancelled by kinetic energy.

The second derivation assumes that $H_0$ keeps the partial waves separate, and that its kinetic and centrifugal terms dominate at high $l$. The cusp is then an output. For the singlet, direct differentiation for $s\ne0$ gives

$$(-\partial_s^2+k^2)\left[(1+k|s|)e^{-k|s|}\right]=2k^2e^{-k|s|},$$

and the first derivative of the bracket is continuous at $s=0$. Equation (7) is therefore solved by $\chi=-r\phi(1+k|s|)e^{-k|s|}/(2k^2)$. Division by $r^2$ gives $u_l=\tfrac12\phi(r_{12})_l$, the wave used in the first derivation.

## How soon the powers appear

For $Z=1$ and the $1s^2$ singlet, $\phi=e^{-r_1-r_2}/\pi$. Equation (5) gives

$$A_S=6\int_0^\infty r^5e^{-4r}dr=6\cdot\frac{5!}{4^6}=0.17578\ \text{hartree}.$$

For the $1s2s$ triplet, $w=(a'b-ab')/\sqrt2$, with $a=e^{-r}/\sqrt\pi$ and $b=(1-r/2)e^{-r/2}/\sqrt{8\pi}$. The derivatives combine to $w=r e^{-3r/2}/(16\pi)$, and equation (6) gives

$$A_T=\frac5{512}\int_0^\infty r^9e^{-3r}dr=\frac5{512}\cdot\frac{9!}{3^{10}}=0.06001\ \text{hartree}.$$

For comparison, the increments up to $l=14$ were computed by summing over products of radial eigenfunctions on a logarithmic grid. The asymptotic law supplied the rest, which is about a tenth of the singlet error at $L=6$ and a smaller share of the other truncation errors quoted below. This rest, $1.7\times10^{-5}$ hartree for the singlet and $1.6\times10^{-8}$ hartree for the triplet, is the same at every cutoff and passes unchanged into the errors left after extrapolation. There its share can be large: it is about twice the error that power 3 leaves for the singlet. Those figures therefore rely on the asymptotic law, whose relative error is of order $\lambda^{-2}$ for $l>14$. The truncation errors at $L=4$ and $L=6$ are $4.475\times10^{-4}$ and $1.667\times10^{-4}$ hartree for the singlet, and $3.241\times10^{-6}$ and $6.52\times10^{-7}$ hartree for the triplet. The local exponents, $\ln(\text{error ratio})/\ln(7/5)$, are 2.93 and 4.77. The triplet is further from its limiting power in this range.

If $E_x=E_\infty+Bx^{-q}$ at two cutoffs $x_1<x_2$, multiplying by $x^q$ and subtracting removes $B$:

$$E_\infty=\frac{x_2^qE_{x_2}-x_1^qE_{x_1}}{x_2^q-x_1^q}.\tag{9}$$

Apply this with $x=L+1$ to the triplet errors at $L=4$ and $L=5$, the latter being $1.37\times10^{-6}$ hartree. The power $q=5$ leaves $1.1\times10^{-7}$ hartree, while $q=3$ overshoots by $1.2\times10^{-6}$ hartree, nearly the size of the error it was meant to remove. For the singlet, $q=3$ leaves $8.4\times10^{-6}$ hartree and $q=5$ leaves $1.4\times10^{-4}$ hartree.

## From second order to CCSD

In coupled cluster with single and double excitations (CCSD), $1/r_{12}$ also acts on the correlated part of the pair function. This changes the amplitude of the cusp but leaves the type of singularity. The partial waves now interact, so the powers are obtained here by a scaling argument.

The CCSD energy is the stationary value of a Lagrangian, the energy plus multipliers times the amplitude equations. A truncated basis therefore makes an error quadratic in the missing quantities. The leading term couples missing multipliers to missing amplitudes through the kinetic energy. For a singlet, the kinetic factor is $\lambda^2$, the two cusp waves give $(\lambda^{-2})^2$, the radial width gives $\lambda^{-1}$ and the angular norm gives $\lambda^{-1}$. The product is $\lambda^{-4}$. The linear zeros of a triplet add $\lambda^{-2}$.

For two electrons, CCSD is full configuration interaction. A helium calculation with 12 Laguerre radial functions for each $l$ gives energy gains of $5.53\times10^{-4}$ hartree at $l=3$ and $4.34\times10^{-5}$ hartree at $l=6$ for the lowest singlet. The corresponding exponent in $\lambda$ is 4.11. For the lowest triplet $S$ state it is 5.99. These are local exponents in a finite basis, not asymptotic limits, and the radial basis is not converged to the digits shown. With 24 radial functions for each $l$ the singlet gains rise to $5.54\times10^{-4}$ and $4.40\times10^{-5}$ hartree, the second still increasing. The singlet exponent then falls to 4.09, and the triplet exponent drops by about 0.01.

With more electrons, the amplitude equations couple the pairs. The Lagrangian for one triplet pair energy can contain multipliers for singlet equations, so an $(L+1)^{-3}$ tail may enter; its size is not estimated here. Separate extrapolation is thus motivated by the behaviour of each pair at its own contact point, not proved for every CCSD pair energy.

## Neon as an example

For a closed shell with canonical orbitals, let $i,j$ be occupied and $a,b$ virtual, and let $\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b$. With $D=(ia|jb)$ and $X_{\rm ex}=(ib|ja)$, the correlation energy is $\sum\tau(2D-X_{\rm ex})$. The combinations $D+X_{\rm ex}$ and $D-X_{\rm ex}$ select symmetric and antisymmetric spatial pairs. Matching the coefficients of $D$ and $X_{\rm ex}$ fixes their weights:

$$E_S=\frac12\sum\tau(D+X_{\rm ex}),\qquad E_T=\frac32\sum\tau(D-X_{\rm ex}).$$

Frozen-core CCSD in the cc-pVTZ, cc-pVQZ and cc-pV5Z bases, with cardinal numbers $X=3,4,5$, gives in hartree:

| $X$ | $E_S$ | $E_T$ |
|---|---|---|
| 3 | −0.17053 | −0.09581 |
| 4 | −0.19273 | −0.10195 |
| 5 | −0.20163 | −0.10386 |

For neon these bases contain functions up to $l=X$, so $L+1$ would be $X+1$. They are also not radially complete for each $l$. Setting $x=X$ in equation (9) is therefore an empirical choice. Pairs that involve $2p$ orbitals also have an angle-dependent $\phi$, so for them the powers rest on the scaling argument and not on equations (5) and (6). With $X=4,5$,

$$E_S^\infty=\frac{125(-0.20163)-64(-0.19273)}{61}\simeq-0.2110,$$

$$E_T^\infty=\frac{3125(-0.10386)-1024(-0.10195)}{2101}\simeq-0.1048 .$$

The total is $-0.3158$ hartree, or $-829$ kJ/mol. The pair $X=3,4$ gives $-0.3128$ hartree, so the estimate still moves by 0.003 hartree, about 8 kJ/mol. The basis family also matters in the last digit: the aug-cc-pVTZ and aug-cc-pVQZ bases give $-0.3131$ hartree for the same pair, a shift of 0.0003 hartree.

The ratio of the last energy step to the previous one is 0.401 for singlets and 0.311 for triplets. Triplets do converge faster, but pure $X^{-3}$ and $X^{-5}$ laws would give 0.356 and 0.209. This comparison depends on the variable: pure $(X+1)^{-3}$ and $(X+1)^{-5}$ laws would give 0.442 and 0.292. The singlet ratio lies between its two power-3 values. The triplet ratio exceeds both power-5 values; it is nearer to power 3 in $X$ but nearer to power 5 in $X+1$. With $x=X+1$ the separate extrapolation from $X=4,5$ gives a total of $-0.3190$ hartree, so the choice of variable moves the estimate by 0.003 hartree. These data do not separate this choice from radial incompleteness and pair coupling. With $x=X$, using power 3 for both spins gives $-0.3168$ hartree, 0.0011 hartree lower than separate powers. The neon data alone do not decide which total is closer to the basis-set limit.
